# Surface Free Energy and Phase Diagram of a Non-Stoichiometric Slab, part 2

We seek the stable termination of a crystal MX$_2$ that exchanges X with a reservoir at temperature $T$. Algebra is in atomic units ($\hbar=m_e=e=1$) with Boltzmann's constant $k$; numbers are in eV and Å. The pressure on the solid is set to zero.

Here $g$ with a subscript is a phase's free energy per formula unit, $g_{X_2}$ is the energy of an X$_2$ molecule at rest, and $\mu_M$, $\mu_X$ are chemical potentials, with $\Delta\mu=\mu_X-\tfrac12 g_{X_2}$. Equilibrium with the bulk requires

$$
\mu_M=g_{MX_2}-2\mu_X. \tag{5}
$$

A symmetric slab with $N_M$ atoms of M and $N_X$ of X per lateral cell of area $A$ has, per area of one face, the surface free energy

$$
\gamma(\Delta\mu)=\gamma^0-\Gamma\,\Delta\mu,\qquad
\Gamma=\frac{N_X-2N_M}{2A}, \tag{7}
$$

where $\Gamma$ is the excess of X relative to M. This is the straight line of the first half.

The model of part (d) stacks rigid planes X-M-X, X-M-X, and so on, each with one atom per cell, $A=10.0$ Å$^2$. Planes at distance $r$ have the Morse energy $D[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}]$ with $a=1.5$ Å$^{-1}$. For M and X, $D=2.5$ eV and $r_0=1.5$ Å; for X and X, $D=1.0$ eV and $r_0=2.5$ Å; M planes do not interact with each other. Separated planes have energy zero, the molecule $-1.60$ eV, and the bulk $g_{MX_2}=-7.107253$ eV with period 5.245 Å. Vibrations of the solid are omitted.

Termination S is stoichiometric; M has one X fewer per face and XX one more:

$$
\gamma_M=0.31837+0.100\,\Delta\mu,\quad
\gamma_S=0.06715,\quad
\gamma_{XX}=0.03086-0.100\,\Delta\mu. \tag{10}
$$

The lowest line is stable, so the surface diagram is the lower envelope. Terminations $a$ and $b$ exchange stability at

$$
\Delta\mu^*_{ab}=\frac{\gamma^0_a-\gamma^0_b}{\Gamma_a-\Gamma_b}. \tag{12}
$$

This gives $-2.512$ eV for M/S and $-0.363$ eV for S/XX.

### (g) Limits set by other bulk phases

**The compound competes with bulk M, with a second compound MX, and with condensed X. The formation free energies, counted from bulk M and the molecular reference, are $\Delta G_f[MX_2]=-4.00$ eV and $\Delta G_f[MX]=-3.00$ eV per formula unit. In which range of $\Delta\mu$ is MX$_2$ stable, and which part of the surface diagram survives?**

*Solution.* The formation free energies are defined by

$$
\Delta G_f[MX_2]=g_{MX_2}-g_M-g_{X_2},\qquad
\Delta G_f[MX]=g_{MX}-g_M-\tfrac12g_{X_2}.
$$

Bulk M must not precipitate, so $\mu_M\le g_M$. With $\mu_M=g_{MX_2}-g_{X_2}-2\Delta\mu$ this becomes $2\Delta\mu\ge g_{MX_2}-g_{X_2}-g_M$, or

$$
\Delta\mu\ge\tfrac12\Delta G_f[MX_2]. \tag{13}
$$

MX must not form either, so $\mu_M+\mu_X\le g_{MX}$. The left side is $g_{MX_2}-\mu_X=g_{MX_2}-\tfrac12g_{X_2}-\Delta\mu$. Replacing $g_{MX}$ by $\Delta G_f[MX]+g_M+\tfrac12g_{X_2}$ and solving for $\Delta\mu$,

$$
\Delta\mu\ge g_{MX_2}-g_M-g_{X_2}-\Delta G_f[MX]
=\Delta G_f[MX_2]-\Delta G_f[MX]. \tag{14}
$$

Both conditions must hold, so the larger bound decides. Here the bounds are $-2.00$ eV from bulk M and $-4.00+3.00=-1.00$ eV from MX. The compound MX sets the limit. In general it does so when $\Delta G_f[MX]<\tfrac12\Delta G_f[MX_2]$, which follows from comparing the right sides of (13) and (14). This is also the condition for MX to be stable against decomposition into bulk M and MX$_2$.

At the upper end X itself condenses. If the cohesion between X$_2$ molecules is neglected, condensed X has the free energy $\tfrac12g_{X_2}$ per atom, and the condition is $\Delta\mu\le0$. Cohesion would lower the free energy of the condensed phase and move this limit below zero. With these competing phases, whose free energies are given as separate inputs and are not computed from the Morse energies of part (d), the allowed window is

$$
-1.00\ \text{eV}\le\Delta\mu\le0 .
$$

The surface diagram inside the window has two fields:

- from $-1.00$ to $-0.363$ eV the stoichiometric termination S is stable, with $\gamma=0.0672$ eV/Å$^2$ (1.08 J/m$^2$);
- from $-0.363$ eV to 0 the X-rich termination XX is stable, and $\gamma$ falls from 0.0672 to 0.0309 eV/Å$^2$ (0.49 J/m$^2$).

The M/S crossing at $-2.512$ eV lies below both lower bounds. Before the M termination could become stable, the crystal beneath it would have turned into another phase. Even at the lower edge of the window, M lies $0.21837-0.06715=0.1512$ eV/Å$^2$ above S, or 1.51 eV per cell. The lines alone would have suggested a third field. The bulk limits remove it.

The lowest $\gamma$ must also be positive throughout the window, as it is for the three lines considered here. With a negative value the crystal could lower its free energy by creating more surface, and it would not be stable as a bulk phase.

Two reservations apply. The envelope and the window compare only the terminations and phases supplied to them, and a further structure of lower free energy would change the diagram. The Morse energies of part (d) in fact allow such structures. A further X plane placed 2.5 Å above an XX face gains 1.0 eV from its neighbour and more from the distant planes, against 0.80 eV per atom in the molecule, so for $\Delta\mu>-0.20$ eV at the latest X planes would pile up on the surface without limit. An alternating M-X stack with spacing 1.5 Å has, from two M-X pairs and one X-X pair at 3.0 Å, at most $-5.0+(e^{-1.5}-2e^{-0.75})=-5.72$ eV per formula unit, below the value $g_{MX}=-5.31$ eV implied by the given formation energies; it would raise the lower limit to at least $-7.11+5.72+0.80=-0.59$ eV. These bounds are weak. Relaxed, the M-X stack has $-5.94$ eV per formula unit, which raises the lower limit to $-0.371$ eV and leaves almost nothing of the S field, and a stack of X planes has $-1.05$ eV per plane, which lowers the upper limit to $-0.25$ eV. Since M planes do not repel each other, two of them can even coincide between X planes. That M$_2$X$_2$ stack relaxes to $-12.37$ eV, and $2\mu_M+2\mu_X\le-12.37$ eV requires $\Delta\mu\ge(-14.21+12.37)/2+0.80=-0.12$ eV. With all structures the Morse energies allow, no window for MX$_2$ would remain. The list of terminations is incomplete in the same way. If the missing X is taken not from the top but from the pair of X planes between the first and second layers, the face ends in X-M-X-M-X. It has the same excess as M, $-0.100$ Å$^{-2}$, but an intercept of 0.104 instead of 0.318 eV/Å$^2$, and its line lies below S for $\Delta\mu<-0.37$ eV, inside the window found above. The diagram above therefore holds only for the three terminations and the competing phases given as inputs, and it is not the full equilibrium diagram of the Morse model. The diagram also describes equilibrium and contains no information about the rate at which it is reached.

### (h) From chemical potential to pressure

**X is supplied by an ideal gas of X$_2$, treated as rigid rotors of mass $m$ and moment of inertia $I$. The nuclei are identical and spinless, the electronic state is a non-degenerate, fully symmetric one, and vibration is frozen, with its zero-point energy left out. Find $\Delta\mu(T,p)$ and the pressure at which S and XX exchange stability.**

*Solution.* For $N$ independent identical molecules in a volume $V$ at low density, the partition function is $q^N/N!$, where $q$ is the sum over the states of one molecule. The free energy is $F=-kT(N\ln q-\ln N!)$, and the chemical potential of the molecule is

$$
\mu_{X_2}=F(N+1)-F(N)=-kT\ln\frac{q}{N+1}\simeq-kT\ln\frac{q}{N}. \tag{15}
$$

The translational levels in a box of side $L$ are $\pi^2n^2/(2mL^2)$ for each direction. When many levels are occupied, their sum becomes an integral:

$$
\int_0^\infty e^{-\pi^2n^2/(2mL^2kT)}\,dn
=\frac12\sqrt{\frac{2mL^2kT}{\pi}}
=\frac{L}{\lambda},\qquad \lambda=\sqrt{\frac{2\pi}{mkT}} .
$$

Three directions give $V/\lambda^3$. The rotational levels are $BJ(J+1)$ with $B=1/(2I)$ and degeneracy $2J+1$. Exchange symmetry of the spinless nuclei admits even $J$ alone, which is half of the levels. For $kT\gg B$, with $u=J(J+1)$ and $du=(2J+1)\,dJ$,

$$
q_{\rm rot}\simeq\frac12\int_0^\infty e^{-Bu/kT}\,du=\frac{kT}{2B}.
$$

With the molecular reference energy included, $q=(V/\lambda^3)\,q_{\rm rot}\,e^{-g_{X_2}/kT}$. Insert this in equation (15) and use $N/V=p/kT$:

$$
\mu_{X_2}=g_{X_2}+kT\ln\frac{p\lambda^3}{kT\,q_{\rm rot}} .
$$

Equilibrium of X$_2$ with its atoms on and in the crystal requires $2\mu_X=\mu_{X_2}$. Half of the last equation, minus $\tfrac12g_{X_2}$, gives

$$
\Delta\mu=\frac{kT}{2}\ln\frac{p}{p_q},\qquad p_q=\frac{kT\,q_{\rm rot}}{\lambda^3}. \tag{16}
$$

The factor $\tfrac12$ appears because one molecule supplies two atoms. The pressure $p_q$ sets the scale and grows as $T^{7/2}$: one power from $kT$, one from $q_{\rm rot}$ and $3/2$ from $\lambda^{-3}$. At a fixed pressure below $p_q$, $\Delta\mu$ is negative and falls as the temperature rises, so heating favours surfaces with less X, as long as the lines $\gamma_a$ themselves change little with temperature, as assumed in this model.

Solving equation (16) for the pressure at the S/XX crossing,

$$
p^*=p_q\,e^{2\Delta\mu^*/kT}. \tag{17}
$$

Let X have a mass of 16 u and X$_2$ a bond length of 1.2 Å. At 400 K, $kT=0.03447$ eV and $p_q=1.428\times10^{14}$ Pa. The exponent is $2(-0.3629)/0.03447=-21.06$, so $p^*=1.0\times10^5$ Pa. At 350 K the boundary lies at $3.2\times10^3$ Pa, and at 300 K at 33 Pa. Above the boundary pressure XX is stable, and below it S is stable.

The pressure on the solid was set to zero. At 400 K the neglected term is $p^*$ times the bulk volume per formula unit, $10.0\times5.245=52.4$ Å$^3$, which is about $3\times10^{-5}$ eV. This is negligible beside the energies compared here.

Pressures are far more sensitive than chemical potentials. If the omitted vibrations of the added atom shifted $\Delta\mu^*$ by 0.05 eV, equation (17) would change $p^*$ at 400 K by the factor $e^{0.10/0.03447}\approx18$. The boundary pressure of a calculated diagram can thus be in error by more than an order of magnitude unless such terms are included.

### (i) When the composition fluctuates

**Let each cell of an S face hold either no additional X or one, independently of its neighbours. Find $\gamma(\Delta\mu)$ near the S/XX crossing. What remains of the straight lines and of the relation between slope and excess?**

*Solution.* Consider $N_c$ cells of area $A$. One added X changes the grand potential of a cell by $A(\gamma_{XX}-\gamma_S)$. Since $A\Gamma_{XX}=1$ and $\Gamma_S=0$, this equals $A(\gamma^0_{XX}-\gamma^0_S)-\Delta\mu=\Delta\mu^*-\Delta\mu$, where equation (12) was used in the last step. There are $\binom{N_c}{n}$ ways to place $n$ added atoms. With $x=(\Delta\mu-\Delta\mu^*)/kT$, the sum over all occupations is

$$
\sum_{n=0}^{N_c}\binom{N_c}{n}e^{nx}=(1+e^x)^{N_c}.
$$

The grand potential relative to the S face is $-kT$ times the logarithm of this sum. Division by the area $N_cA$ gives

$$
\gamma=\gamma_S-\frac{kT}{A}\ln(1+e^x). \tag{18}
$$

Far below the crossing, $e^x\to0$ and $\gamma\to\gamma_S$. Far above it, $\ln(1+e^x)\to x$ and $\gamma\to\gamma_S-(\Delta\mu-\Delta\mu^*)/A=\gamma_{XX}$. The two lines are the limits of a smooth curve, and the corner between them is rounded. At the crossing the curve lies below the lines by

$$
\frac{kT\ln2}{A}=\frac{0.03447\times0.6931}{10.0}=0.00239\ \text{eV/Å}^2
$$

at 400 K, where $\gamma=0.0648$ instead of 0.0672 eV/Å$^2$. This gain comes from the entropy of mixing empty and occupied cells, and it vanishes as $T\to0$.

The slope of equation (18) is

$$
\frac{d\gamma}{d\Delta\mu}=-\frac{1}{A}\,\frac{e^x}{1+e^x}=-\frac{\theta}{A}, \tag{19}
$$

where $\theta$ is the mean occupation of a cell. The slope is still minus the excess, but the excess is now an average that varies with $\Delta\mu$. At the crossing it is 0.050 Å$^{-2}$, half of $\Gamma_{XX}$.

This relation does not depend on the independence of the cells. Let $s$ label any states of a face of total area $A_t$, with $n_s$ additional X atoms and free energy $G_s$ after the bulk contribution has been subtracted. Then $A_t\gamma=-kT\ln\sum_s e^{-(G_s-n_s\mu_X)/kT}$, and differentiation gives

$$
A_t\frac{d\gamma}{d\mu_X}
=-\frac{\sum_s n_s\,e^{-(G_s-n_s\mu_X)/kT}}{\sum_s e^{-(G_s-n_s\mu_X)/kT}}
=-\langle n\rangle . \tag{20}
$$

Interactions between added atoms would alter equation (18), but not equation (20). The straight line of the first half is the case in which $n_s$ has a single value.

The transition also has a width. The occupation rises from 0.1 to 0.9 between $x=-\ln9$ and $x=+\ln9$, an interval of $2kT\ln9=0.15$ eV at 400 K. In terms of pressure, equations (16) and (17) give $e^x=\sqrt{p/p^*}$ at fixed temperature, and therefore

$$
\theta=\frac{\sqrt{p/p^*}}{1+\sqrt{p/p^*}} .
$$

This is the Langmuir isotherm for a molecule that dissociates on adsorption. The occupation reaches 0.9 at $p=81\,p^*$ and 0.1 at $p=p^*/81$. For independent cells the line drawn at $p^*$ is thus the midpoint of a gradual change, not a sharp transition. The numerical check confirms equation (18) and its slope by listing every occupation of ten cells.

## Calculated quantities

```
face area A = 10.0 A^2; Morse stiffness = 1.5 1/A
Morse M-X: depth 2.5 eV, distance 1.5 A
Morse X-X: depth 1.0 eV, distance 2.5 A
energy of X2 = -1.60 eV
formation energy MX2 = -4.00 eV, MX = -3.00 eV
bulk: M-X spacing 1.4216 A, period 5.2449 A
bulk energy per MX2 = -7.107253 eV
slab energy increment per MX2 = -7.107253 eV
energy of bulk M = -1.507253 eV, of MX = -5.307253 eV
slab M: N_M=6, N_X=10, E=-34.676121 eV
  excess Gamma = -0.100 1/A^2
  gamma0 = 0.318370 eV/A^2 = 5.1008 J/m^2
slab S: N_M=6, N_X=12, E=-41.300517 eV
  excess Gamma = +0.000 1/A^2
  gamma0 = 0.067150 eV/A^2 = 1.0759 J/m^2
slab XX: N_M=6, N_X=14, E=-43.626353 eV
  excess Gamma = +0.100 1/A^2
  gamma0 = 0.030858 eV/A^2 = 0.4944 J/m^2
largest change, 6 to 9 M planes: 1.7e-15 eV/A^2
M|X cleavage energy, both faces = 0.349228 eV/A^2
bulk energy error, 2% stretched cell = 0.028553 eV
  drift of gamma, 6 to 9 M planes = -0.004283 eV/A^2
crossing M/S:  dmu = -2.5122 eV
crossing S/XX: dmu = -0.3629 eV
limit from bulk M: dmu = -2.00 eV
limit from MX:     dmu = -1.00 eV
allowed window: -1.00 to 0.00 eV
gamma at dmu=-1.0000 eV: M 0.21837, S 0.06715, XX 0.13086 eV/A^2
gamma at dmu=-0.3629 eV: M 0.28208, S 0.06715, XX 0.06715 eV/A^2
gamma at dmu=0.0000 eV: M 0.31837, S 0.06715, XX 0.03086 eV/A^2
gamma at S/XX crossing = 1.0759 J/m^2
gamma XX at dmu=0 = 0.4944 J/m^2
gas: mass of X 16 u, X2 bond 1.2 A
S/XX at 300 K: p_q = 5.216e+13 Pa, p = 3.341e+01 Pa
S/XX at 350 K: p_q = 8.947e+13 Pa, p = 3.163e+03 Pa
S/XX at 400 K: p_q = 1.428e+14 Pa, p = 1.022e+05 Pa
kT at 400 K = 0.03447 eV
rounded gamma at crossing = 0.064761 eV/A^2
  lowering below the lines = 0.002389 eV/A^2
  mean excess there = 0.0500 1/A^2
```
